Second-Order Field Correction to a Fixed-Cell Ferroelectric Switching Barrier

**Result and conventions**

Consider a ferroelectric crystal whose cell, of volume Ω, is held fixed while its atoms move from one polar state to another. A uniform field E acts along z. Let i label the initial minimum and s the first-order saddle on the switching path. To second order in E, the barrier per cell is

ΔF(E) = ΔU − Ω(P_s − P_i)E − ½ε₀Ω(χ_s − χ_i)E² + O(E³). (1)

Here ΔU is the zero-field barrier and P the zero-field polarization along z. Each χ is the static zz susceptibility of a stationary point, with electronic and lattice parts:

χ_a = χ_el,a + Z_aᵀK_a⁻¹Z_a/(ε₀Ω), a = i, s. (2)

The vector Z is the derivative of the cell dipole with respect to the internal coordinates, and K is the second-derivative matrix (Hessian) of the energy. At the saddle, K has one negative eigenvalue. If that unstable mode is polar, its term in χ_s is negative, and by (1) it raises the barrier at order E². The total χ_s need not be negative, because the stable modes and the electrons add positive terms. The sign of the whole correction is that of χ_i − χ_s.

**Energy in a field**

Let x denote the internal coordinates. Rigid translations are removed: they cost no energy, and a uniform field exerts no net force on a neutral cell. For fixed atoms, the electronic energy is expanded in the field:

F(x,E) = U(x) − E p(x) − ½ε₀Ωχ_el(x)E² + O(E³). (3)

The dipole p(x) = ΩP(x) is the one at zero field, and χ_el is the response of the electrons with the atoms clamped. The function F is the energy appropriate to a fixed field: it includes the work of the source that maintains E. The total dipole at finite field is −∂F/∂E.

Three conditions matter. First, E is the macroscopic field inside the ferroelectric, so K is the Hessian at fixed E = 0, without a depolarization energy. Secondly, the polarization of a periodic crystal is defined up to a quantum, so the difference in (1) must be followed along the path, on which the crystal must remain insulating:

p_s − p_i = ∫ Z(x)·dx, from x_i to x_s. (4)

Two paths between the same end structures can therefore have different linear coefficients. Thirdly, both stationary points must be non-degenerate, so that K_i and K_s have inverses.

**Following a stationary point**

At a stationary point x*(E) the generalized force vanishes:

∂F/∂x = 0 at x = x*(E). (5)

Because K is invertible at E = 0, the implicit function theorem gives a unique smooth branch x*(E) near zero field. Differentiating (5) along it gives

(∂²F/∂x²)(dx*/dE) + ∂²F/∂x∂E = 0. (6)

At E = 0, equation (3) gives ∂²F/∂x² = K and ∂²F/∂x∂E = −∂p/∂x = −Z. Hence

dx*/dE = K⁻¹Z ≡ w. (7)

Now define F*(E) = F(x*(E),E). By the chain rule,

dF*/dE = (∂F/∂x)·(dx*/dE) + ∂F/∂E = ∂F/∂E, (8)

since the first term vanishes by (5). At zero field this is −p, which supplies the linear term of (1). Differentiating (8) once more along the branch gives

d²F*/dE² = ∂²F/∂E² + (∂²F/∂E∂x)·(dx*/dE). (9)

At E = 0 the first term is −ε₀Ωχ_el and the second is −Z·w. With (7),

d²F*/dE² = −ε₀Ωχ_el − ZᵀK⁻¹Z = −ε₀Ωχ. (10)

This is the susceptibility defined in (2). The second derivative of p with respect to x does not appear; the field dependence of the atomic charges enters first at third order. The Taylor series of each branch is therefore

F_a*(E) = U_a − p_aE − ½ε₀Ωχ_aE² + O(E³). (11)

Subtracting the series for i from that for s proves (1). Nothing in the steps from (5) to (11) requires a minimum. The same response formula holds at a saddle, although the crystal cannot rest there in stable equilibrium.

**The contribution of the unstable mode**

To separate the modes, choose a positive-definite matrix M, for example the diagonal matrix of masses, and solve

Kv_n = λ_nMv_n, v_nᵀMv_m = δ_nm. (12)

Write a displacement from the stationary point as Σξ_nv_n and define the mode charge g_n = Z·v_n. Keeping the quadratic energy and the linear coupling to E gives

F_lattice = Σ[½λ_nξ_n² − g_nEξ_n]
= Σ[½λ_n(ξ_n − g_nE/λ_n)² − g_n²E²/(2λ_n)]. (13)

The square vanishes at the stationary point, so

ZᵀK⁻¹Z = Σg_n²/λ_n. (14)

At a minimum every λ_n is positive, and no lattice term is negative. At a first-order saddle one eigenvalue, λ_u, is negative, and its share is

χ_u = g_u²/(λ_uε₀Ω) < 0 if g_u ≠ 0. (15)

If the unstable mode is non-polar, g_u = 0 and the share is zero. The number of negative eigenvalues in (12) is the same for every positive M, because changing M amounts to an invertible change of coordinates. The unstable share is therefore never positive, whatever the masses. Its magnitude generally depends on M, which determines how the total (14) is divided among modes. Where symmetry does not fix g_u and the total (14) is positive, the share may even vanish for a special M. Such an M may have to be non-diagonal, in which case it corresponds to no choice of masses for these coordinates. The total is independent of M.

Equation (13) also shows the mechanism. Along the unstable coordinate the saddle is a maximum. The field tilts this maximum and moves it by

ξ_u = g_uE/λ_u, (16)

which is opposite in sign to the force g_uE. The new maximum cannot lie below the old point on the same tilted parabola, and it lies above it by g_u²E²/(2|λ_u|). Equation (16) describes the displacement of a stationary point. If M is the mass matrix, atoms released at rest at the zero-field saddle would instead start to move along this coordinate with the force.

The initial state contributes in the opposite way. It relaxes in the field and lowers its energy by ½ε₀Ωχ_iE², which makes the climb to the saddle larger. Thus a negative χ_s and a positive χ_i both raise the barrier at second order, while positive terms in χ_s reduce it.

**A single coordinate**

The formula can be followed completely for a double well with a constant charge Z:

U = B[(q/q₀)² − 1]², p = Zq. (17)

Its curvature is U″ = (4B/q₀²)[3(q/q₀)² − 1]. This equals 8B/q₀² at the initial point q = −q₀ and −4B/q₀² at the saddle q = 0. With a constant electronic susceptibility, which cancels in the difference,

ε₀Ω(χ_s − χ_i) = −Z²q₀²/(4B) − Z²q₀²/(8B) = −3Z²q₀²/(8B). (18)

Writing p₀ = Zq₀, equation (1) becomes

ΔF = B − p₀E + (3/16)(p₀E)²/B + O(E³). (19)

Two thirds of the correction comes from the saddle and one third from the minimum. The expansion parameter is p₀E/B.

The initial minimum disappears when the force ZE equals the largest restoring slope. Setting U″ = 0 gives q = −q₀/√3, where U′ = 8B/(3√3q₀). The fold field is therefore

E_f = 8B/(3√3p₀) = 1.54 B/p₀. (20)

Here the minimum and saddle merge, and the curvature of each tends to zero. The quadratic expression (19) instead vanishes at p₀E/B = 4/3, about 13% below the true fold. It is an expansion about zero field and should not be used to locate the loss of the initial state.

**The next order**

The leading error can be found without the second-order displacement. Replace x*(E) by the straight line x₀ + wE. The two differ by an amount δ of order E². Since the force vanishes at x*(E), the energy error is ½δᵀ(∂²F/∂x²)δ to leading order, which is of order E⁴. The cubic coefficient of each branch is therefore the E³ coefficient of F(x₀ + wE,E). If the clamped-atom electronic energy has no cubic field term, this coefficient is

c₃ = (1/6)U‴[w,w,w] − ½p″[w,w] − ½ε₀Ω w·∇χ_el. (21)

Brackets denote contraction of a derivative with the vectors shown. The three terms come from anharmonicity, the change of mode charge and the change of electronic response. An electronic cubic term, if present, must be added. The cubic barrier coefficient is c₃ at s minus c₃ at i. At an inversion-symmetric saddle F_s* is even in E, so the saddle's cubic coefficient vanishes.

**A model in the hafnia regime**

The following three-coordinate model uses round parameters in the rough regime of a ferroelectric hafnia film. It is not a first-principles calculation. It assumes that the saddle is the centrosymmetric midpoint and that its unstable mode is polar. A real path may instead pass through a non-polar intermediate minimum with saddles at polar geometries, so the model does not fix the size or sign of χ_s in hafnia. The coordinate q moves four switching oxygens, r is a non-polar distortion, and h moves four spacer oxygens. The hafnium sublattice fixes the origin. Displacements q and h are counted positive in the direction that raises the dipole, so their charges are positive. With s = q/q₀,

U = B(s² − 1)² + ½k_r(r − r₀s²)² + ½k_h(h − bq)²,
p = Z_qq + Z_hh + mqr. (22)

The parameters are Ω = 0.132 nm³, B = 350 meV, q₀ = 0.055 nm, r₀ = 0.020 nm, b = −0.05, k_r = k_h = 1500 eV/nm², Z_q = Z_h = 8 e and m = −20 e/nm. The electronic susceptibility is 4.0 − (10 nm⁻¹)r.

The initial state is q = −0.055 nm, r = 0.020 nm, h = 0.00275 nm. Its dipole is

p_i = −0.440 + 0.022 + 0.022 = −0.396 e nm. (23)

Division by Ω gives P_i = −48.1 μC/cm². The saddle is at q = r = h = 0 and has P_s = 0. A positive field therefore favours switching. Since 1 MV/cm = 0.1 V/nm, the linear barrier coefficient is −39.6 meV/(MV/cm).

At the saddle, r is decoupled and has no charge. The remaining Hessian entries are

K_qq = −4B/q₀² + k_hb² = −459.1 eV/nm²,
K_qh = −k_hb = 75 eV/nm², K_hh = 1500 eV/nm². (24)

Inverting this two-by-two block gives

ZᵀK⁻¹Z = (Z_q²K_hh − 2Z_qZ_hK_qh + Z_h²K_qq)/(K_qqK_hh − K_qh²)
= 64(1500 − 150 − 459.1)/(−694 300)
= −0.0821 e nm²/V. (25)

With ε₀Ω = 0.007295 e nm²/V, the saddle's lattice susceptibility is −11.26. With the hafnium treated as immobile, the q and h masses are equal, so their modes are eigenvectors of the same block. The unstable mode contributes −17.54 and the stable modes +6.28. Adding the electronic value 4.00 gives χ_s = −7.26. Letting the four hafnium atoms recoil, with the centre of mass fixed, changes M and moves the unstable share to −18.3, while χ_s is unchanged.

At the initial state the charges are Z_q + mr = 7.6 e, mq = 1.1 e and Z_h = 8 e. The Hessian entries are K_qq = 1722.8, K_qr = 1090.9, K_qh = 75 and K_rr = K_hh = 1500 eV/nm², with K_rh = 0. Eliminating r and h from Kw = Z leaves

(1722.8 − 793.4 − 3.75)w_q = 7.6 − 0.8 − 0.4. (26)

Thus w_q = 0.00691 nm²/V. Back-substitution gives w_r = −0.00430 and w_h = 0.00499 nm²/V. Then Z·w = 0.0877 e nm²/V, or a lattice susceptibility of 12.03. With the electronic part 3.80, χ_i = 15.83. The quadratic coefficient follows from (1):

−½(0.007295)(−7.26 − 15.83) = 0.0842 e nm²/V. (27)

This is 0.842 meV/(MV/cm)². Of this, the unstable mode supplies +0.640, the stable saddle modes −0.229, the saddle electrons −0.146 and the initial state +0.577.

At 3 MV/cm the linear estimate is 350.0 − 118.8 = 231.2 meV. The second-order term adds 7.6 meV and gives 238.8 meV. Relaxing both stationary points in the field gives 238.9 meV. Relative to this full barrier, the linear estimate is low by 3.2% and the quadratic estimate by about 0.06%. The cubic coefficient, 0.0039 meV/(MV/cm)³, accounts for 0.10 meV of the remaining 0.13 meV. In the same field the saddle moves to q = −0.0050 nm, towards the initial state and against the force on q.

The barrier was also found by minimizing over r and h at each q, then taking the energy difference between the highest point near the saddle and the lowest point near the initial state. At zero field and at 3 MV/cm it agrees with the stationary-point barrier within 10⁻⁸ eV.

The single-coordinate result (19), with B = 350 meV and p₀ = 0.396 e nm, gives 0.840 meV/(MV/cm)². Its closeness to 0.842 is partly accidental. When r and h follow q at zero field, the effective charge dp/dq is 7.6 e at the saddle and 6.4 e at the minimum, whereas p₀/q₀ is their path average, 7.2 e. The differences largely compensate in this parameter set.

**Cases that separate the signs**

Raising Z_h from 8 to 20 e, with the other parameters fixed, leaves a negative unstable share of −15.5 but makes the total saddle susceptibility +26.0. The stable polar response then outweighs the unstable one. A negative mode contribution is therefore not a proof that χ_s is negative.

A second variant has Z_q = 0 and b = 0, and its electronic susceptibility changes by −50 per nm of r instead of −10. The saddle's unstable mode is now purely q and has zero charge. The end states remain polar through the product mqr, with |p_i| = 0.022 e nm. The quadratic coefficient is −0.025 meV/(MV/cm)², so here the second-order term lowers the barrier. This sign comes from the chosen electronic response: χ_el is larger at the saddle by 1.0, while the lattice part is smaller there by only 0.32. Polar end states alone do not guarantee a polar unstable mode at the saddle.

The dependence on M can be seen in the original model. Replacing the masses by the relative weights 1, 10 and 10 for q, r and h changes the unstable share from −17.5 to −18.6. The stable share changes by the opposite amount, and the barrier is unaffected.

Inversion symmetry is not required either. Adding (0.2 eV)q/q₀ to U moves the saddle to a polar geometry. The second difference of its relaxed barriers at −0.1, 0 and 0.1 MV/cm gives χ_s − χ_i within 0.005 of the value from the zero-field matrices.

**Limits and comparison with a film**

The fold field of the model is 13.6 MV/cm. A rough breakdown field for such a film is 4 MV/cm, so 3 MV/cm is well below the fold but already three quarters of that breakdown value. The polarization is close to the roughly 50 μC/cm² expected for an ideal polar hafnia crystal; films often show less. The initial relative permittivity, 1 + χ_i = 16.8, is somewhat low against a rough film range of 20 to 30. Coercive fields of films are roughly 1 MV/cm, more than ten times below the model's fold. This gap calls the assumption of uniform switching into question: a film can switch by nucleation and domain-wall motion, for which the energy of one uniformly switched cell is not the activation energy.

For a uniform region of N cells, all coefficients in (1) are multiplied by N. At 3 MV/cm the second-order terms of 3.4 cells add up to kT at 300 K, 25.9 meV. This is a measure of size, not an estimate of a nucleus. A larger region may also have further unstable modes at the uniform saddle, which would then no longer be first-order.

The internal field can matter more than the quadratic term. Take a 10 nm film in series with a 0.5 nm interface layer of relative permittivity 20, with short-circuited electrodes and no screening charge at the interface. Zero total voltage and continuity of electric displacement give

E_dep = −P_i/{ε₀[1 + χ_i + 20(10/0.5)]} = 1.30 MV/cm. (28)

This field opposes P_i. If it keeps this value while one cell switches, it lowers that cell's barrier by 52 meV at linear order. If the whole film switched uniformly, the field would vanish with the polarization at the saddle. The barrier per cell would then fall only by the initial depolarization energy, ½|p_i|E_dep, or about 26 meV. Screening charge at the interface reduces the initial field, and with it the 52 meV. If this charge stays fixed while the whole film switches, it also leaves a field at the saddle. The uniform barrier then falls by less, and it rises instead once more than about half of P_i is screened.

The fixed-cell condition also has a cost. For a rough stiffness C = 400 GPa and a 1% strain mismatch between saddle and initial state, the elastic energy ½CΩη² is 16 meV. Relaxing the saddle's strain would lower the zero-field barrier by about this amount. With a piezoelectric coefficient e = 1 C/m², minimizing ½CΩη² − ΩeηE gives −½Ωe²E²/C. This adds e²/(Cε₀) = 0.28 to χ_i, which by itself changes the quadratic coefficient by about 1%. The saddle responds as well. If the preferred strain varies as 1 − s², relaxing it replaces B by B − 16 meV. The coefficient in (19) is inversely proportional to B, so the total change is then about 5%.

Finally, (1) is an energy barrier, not a complete rate. In the classical harmonic rate for the three coordinates of one cell, the attempt rate falls with field. At 300 K and 3 MV/cm its change is equivalent to raising the barrier by 1.9 meV, a quarter of the second-order term. This shift starts linearly in E, so it weighs more at low field: at 1 MV/cm it is 0.58 meV, about 70% of the second-order term, and at 0.5 MV/cm it exceeds that term. Zero-point energy changes the barrier by −14.9 meV at zero field and −13.9 meV at 3 MV/cm; this is a low-temperature correction and is not to be added to the classical prefactor. The estimated crossover to tunnelling is 32 K, and the leading tunnelling correction to the rate at 300 K is about 2%. That figure covers the unstable mode only; treating the stable modes quantum mechanically as well raises the zero-field harmonic rate at 300 K by about 9% in all. These quantum figures treat the hafnium as immobile; with its recoil they become −15.6 and −14.6 meV, 33 K and about 10%. The numerical output below lists the inputs and the separate contributions.

Calculated quantities

```
INPUTS (round model values, rough hafnia regime)
cell volume 0.132 nm^3; well depth 350 meV
q0 0.055 nm; r0 0.020 nm; coupling b -0.05
k_r 1500, k_h 1500 eV/nm^2
Z_q 8.0 e, Z_h 8.0 e, m -20 e/nm
chi_el = 4.0 + (-10 per nm) r
masses q, r, h: [ 64. 128.  64.] u
ZERO-FIELD STATES
initial q, r, h: [-0.055    0.02     0.00275] nm
saddle Hessian rows (q,r,h), eV/nm^2: [[-459.1, 0.0, 75.0], [0.0, 1500.0, 0.0], [75.0, 0.0, 1500.0]]
initial Hessian rows (q,r,h), eV/nm^2: [[1722.8, 1090.9, 75.0], [1090.9, 1500.0, 0.0], [75.0, 0.0, 1500.0]]
Z saddle: [ 8. -0.  8.] e; Z initial: [7.6 1.1 8. ] e
P initial -48.07, P saddle 0.00 uC/cm2
initial chi: electronic 3.800, lattice 12.026, total 15.826
saddle chi: electronic 4.000, unstable -17.543, stable 6.283, total -7.260
unstable share with metric diag(1,10,10): -18.579
BARRIER COEFFICIENTS, field in MV/cm
zero field 350.00 meV; linear -39.600 meV/(MV/cm)
quadratic 0.8420 meV/(MV/cm)^2; cubic 0.00388 meV/(MV/cm)^3
quadratic parts: unstable 0.6399, saddle stable -0.2292,
  saddle electronic -0.1459, initial state 0.5772 meV/(MV/cm)^2
BARRIER: field MV/cm | full | linear | quadratic | cubic, meV
  1 | 311.246 | 310.400 | 311.242 | 311.246
  2 | 274.205 | 270.800 | 274.168 | 274.199
  3 | 238.911 | 231.200 | 238.778 | 238.883
second-order term at 3 MV/cm: 7.578 meV per cell
saddle q at 3 MV/cm: -0.00496 nm
CONTROL MODELS
Z_h = 20 e: unstable share -15.51, total saddle chi 26.04
non-polar unstable mode (Z_q=0, b=0, chi_r=-50 per nm): quadratic -0.0247 meV/(MV/cm)^2
NEGLECTED EFFECTS (rough inputs)
fold field of the model 13.62 MV/cm; rough breakdown 4 MV/cm; 3 MV/cm is 0.75 of it
kT at 300 K: 25.85 meV; cells for which the 3 MV/cm second-order term sums to kT: 3.41
attempt rate 5.940e+12 1/s; its change at 3 MV/cm acts as 1.928 meV
zero-point barrier shift -14.91 meV at zero field, -13.94 meV at 3 MV/cm
unstable quantum 17.37 meV; tunnelling crossover 32.1 K
leading tunnelling rate correction at 300 K: 1.88 %
strain inputs: C 400 GPa, e 1.0 C/m2, mismatch 1 %
strain energy 16.48 meV; piezoelectric addition to initial chi 0.282
film 10 nm, interface layer 0.5 nm, layer permittivity 20
unscreened depolarizing field 1.30 MV/cm; linear barrier change -51.6 meV
```
